\section*{The Zemach correction to hyperfine splitting and its dipole value}

\section{Result and scope}

The hyperfine splitting of the ground state of a one-electron atom with nuclear charge $Z$ is, for $Z\alpha\ll1$ ($\alpha$ the fine-structure constant) and to first order in nuclear size over atomic size,
\begin{equation}
E_{\rm hfs}=E_F\left(1-\frac{2Z r_Z}{a_0}\right),\qquad
r_Z=\iint \rho_E(\mathbf r)\,\rho_M(\mathbf r')\,|\mathbf r-\mathbf r'|\,d^3r\,d^3r' .
\label{main}
\end{equation}
Here $E_F$ is the splitting for a point nucleus, and $\rho_E$ and $\rho_M$ are the charge and magnetization densities of the nucleus, both spherical and normalized to one. If both form factors are the same dipole,
\begin{equation}
G_E(Q)=G_M(Q)=\left(1+\frac{Q^2}{\Lambda^2}\right)^{-2}
\quad\Longrightarrow\quad r_Z=\frac{35}{8\Lambda}.
\label{dipole}
\end{equation}
For hydrogen, with $\Lambda$ fixed by the proton charge radius, the relative shift is $-40.1$ ppm.

The nucleus is first taken as static and infinitely heavy. Its finite mass enters through the reduced mass $m_r$, which replaces $a_0$ by $a_0m_e/m_r$. Other recoil effects, polarization of the nucleus by the electron, and radiative corrections are left out. Atomic units are used, so $a_0=1$ in the derivation; nuclear lengths are quoted in fm.

\section{The splitting as an average over the magnetization}

Let the nuclear moment $\boldsymbol\mu$ be spread out as $\boldsymbol\mu\,\rho_M(r)$, and let $q(r)$ be the fraction of $\rho_M$ inside radius $r$, so that $q'=4\pi r^2\rho_M$. In Gaussian form the vector potential is
\begin{equation}
\mathbf A=\nabla\times\int\frac{\boldsymbol\mu\,\rho_M(r')}{|\mathbf r-\mathbf r'|}\,d^3r'
=\boldsymbol\mu\times\mathbf r\,\frac{q(r)}{r^3},
\label{A}
\end{equation}
because the integral without $\boldsymbol\mu$ is the potential of a spherical density, whose gradient is $-q\,\mathbf r/r^3$.

Take $\boldsymbol\mu$ along $z$ and write $a(r)=q/r^3$. Then $\mathbf A=\mu a\,(-y,x,0)$ and
\begin{equation}
B_z=\mu\left[\partial_x(xa)+\partial_y(ya)\right]
=\mu\left[2a+\frac{x^2+y^2}{r}\,a'\right].
\end{equation}
The angular average of $x^2+y^2$ is $2r^2/3$, and $a'=q'/r^3-3q/r^4$. Therefore
\begin{equation}
\langle B_z\rangle=\mu\left[\frac{2q}{r^3}+\frac{2r}{3}\left(\frac{q'}{r^3}-\frac{3q}{r^4}\right)\right]
=\frac{2\mu q'}{3r^2}=\frac{8\pi}{3}\,\mu\,\rho_M(r).
\label{B}
\end{equation}
The averages of $B_x$ and $B_y$ vanish, since they contain $xz$ and $yz$.

In an $s$ state the electron density is spherical, so the electron spin feels this averaged field. The orbital coupling $\mathbf A\cdot\mathbf p$ vanishes, because $\nabla\psi$ is radial and $\mathbf A$ is perpendicular to $\mathbf r$. To first order in $\boldsymbol\mu$ the splitting is thus proportional to $\int|\psi|^2\rho_M\,d^3r$. For a point nucleus this integral becomes $|\psi_C(0)|^2$, where $\psi_C$ is the Coulomb ground state, and the other factors cancel in the ratio:
\begin{equation}
\frac{E_{\rm hfs}}{E_F}=\frac{1}{|\psi_C(0)|^2}\int|\psi(r)|^2\rho_M(r)\,d^3r .
\label{ratio}
\end{equation}

\section{The electron near an extended charge}

The wave function in (\ref{ratio}) obeys
\begin{equation}
-\tfrac12\nabla^2\psi+V\psi=\varepsilon\psi,\qquad
V(r)=-Z\int\frac{\rho_E(r')}{|\mathbf r-\mathbf r'|}\,d^3r' .
\end{equation}
Define the mean distance from a point at radius $r$ to the charge,
\begin{equation}
w(r)=\int\rho_E(r')\,|\mathbf r-\mathbf r'|\,d^3r' .
\end{equation}
From $\nabla^2|\mathbf r-\mathbf r'|=2/|\mathbf r-\mathbf r'|$ follows $\nabla^2w=-2V/Z$. Hence
\begin{equation}
\left(-\tfrac12\nabla^2+V\right)(1-Zw)=\tfrac{Z}{2}\nabla^2w+V-ZVw=-ZVw .
\end{equation}
The terms of first order in $V$ cancel. The remainder $-ZVw$ and the energy term $\varepsilon\psi$ change $\psi$ at second order in $Z$ times a nuclear length. Near the nucleus, therefore,
\begin{equation}
\psi(r)=C\,[1-Zw(r)].
\label{local}
\end{equation}
No other function can be added at this order: a spherical solution of $\nabla^2 u=0$ that is regular at the origin is a constant, and this is already contained in $C$.

To find $C$, average the distance over angles. With $r_>$ and $r_<$ the larger and smaller of $r,r'$,
\begin{align}
\frac12\int_{-1}^{1}\sqrt{r^2+r'^2-2rr'c}\;dc
&=\frac{(r+r')^3-|r-r'|^3}{6rr'}\nonumber\\
&=r_>+\frac{r_<^2}{3r_>} .
\label{kernel}
\end{align}
Outside the charge this gives $w=r+\langle r^2\rangle_E/(3r)$. Let $R$ be the nuclear size. In the region $R\ll r\ll 1/Z$, (\ref{local}) reads
\begin{equation}
\psi=C\left[1-Zr-\frac{Z\langle r^2\rangle_E}{3r}\right].
\end{equation}
The first two terms are the beginning of the Coulomb state, $\psi_C(0)(1-Zr)$. The third is an admixture of the irregular Coulomb solution with amplitude of order $ZR^2$. At atomic distances, $r\sim1/Z$, it is of order $(ZR)^2$. The irregular solution also contains $Z\ln r$, which adds a logarithm. Matching and normalization thus give $C=\psi_C(0)$, up to relative terms of order $(ZR)^2$ with logarithms.

Squaring (\ref{local}) to first order and inserting it in (\ref{ratio}) gives
\begin{equation}
\frac{E_{\rm hfs}}{E_F}=\int\rho_M(r)\,[1-2Zw(r)]\,d^3r=1-2Zr_Z ,
\end{equation}
which is (\ref{main}). The factor 2 comes from the square and the sign from the cusp. Spreading the charge weakens the attraction at short range and lowers the density at the origin; spreading the magnetization samples the electron density away from its maximum. Both reduce the splitting.

With finite nuclear mass the kinetic operator is $-\nabla^2/(2m_r)$, with $m_r$ in units of $m_e$. Multiplying the equation by $m_r$ turns $V$ into $m_rV$, so $Zw$ becomes $m_rZw$ and the correction becomes $-2Zm_rr_Z$.

\section{Convolution and momentum forms}

Let $\mathbf s=\mathbf r-\mathbf r'$. The distribution of this separation is the convolution
\begin{equation}
f(s)=\int\rho_E(|\mathbf r'+\mathbf s|)\,\rho_M(r')\,d^3r',\qquad
r_Z=\int s\,f(s)\,d^3s .
\label{conv}
\end{equation}
The Fourier transform of a convolution is the product of the transforms, so
\begin{equation}
G_E(Q)G_M(Q)=\int f(s)\,\frac{\sin Qs}{Qs}\,d^3s .
\end{equation}
Both form factors equal one at $Q=0$; in particular, $G_M$ is divided by the magnetic moment.

To extract the mean of $s$, integrate by parts twice. The boundary terms vanish at both ends:
\begin{align}
\int_0^\infty\frac{t-\sin t}{t^3}\,dt
&=\frac12\int_0^\infty\frac{1-\cos t}{t^2}\,dt\nonumber\\
&=\frac12\int_0^\infty\frac{\sin t}{t}\,dt=\frac{\pi}{4}.
\end{align}
With $t=Qs$ this says
\begin{equation}
s=\frac4\pi\int_0^\infty\frac{dQ}{Q^2}\left(1-\frac{\sin Qs}{Qs}\right).
\end{equation}
Averaging over $f(s)$ gives
\begin{equation}
r_Z=\frac4\pi\int_0^\infty\frac{1-G_E(Q)G_M(Q)}{Q^2}\,dQ .
\label{momentum}
\end{equation}

Two points matter when (\ref{momentum}) is coded. At small $Q$, $G\simeq1-Q^2\langle r^2\rangle/6$, so the integrand tends to $(\langle r^2\rangle_E+\langle r^2\rangle_M)/6$, but the subtraction loses digits and needs a series or an accurate form of $1-e^{-u}$. At large $Q$, once the product of form factors is negligible beyond $Q_{\max}$, the remaining tail is $4/(\pi Q_{\max})$ and must be kept.

\section{Equal dipole form factors}

The density belonging to (\ref{dipole}) is $\rho(r)=\Lambda^3e^{-\Lambda r}/(8\pi)$, because
\begin{equation}
\int\rho\,\frac{\sin Qr}{Qr}\,d^3r=\frac{\Lambda^3}{2Q}\int_0^\infty re^{-\Lambda r}\sin Qr\,dr
=\frac{\Lambda^3}{2Q}\,\frac{2\Lambda Q}{(\Lambda^2+Q^2)^2}.
\end{equation}

For the convolution, set $\Lambda=1$ for the moment. At fixed $\mathbf s$, use the distances $r$ and $r'$ from the two centres as variables. From $r'^2=r^2+s^2-2rsc$, a change of the angle cosine $c$ at fixed $r$ gives $r'\,dr'=rs\,|dc|$, so the volume element is $2\pi r^2dr\,|dc|=(2\pi/s)\,rr'\,dr\,dr'$. Next put $u=r+r'$ and $v=r-r'$. Then $rr'=(u^2-v^2)/4$ and $dr\,dr'=du\,dv/2$, with $u\ge s$ and $|v|\le s$:
\begin{align}
f(s)&=\frac{2\pi}{s}\,\frac{1}{64\pi^2}\int_s^\infty du\,e^{-u}\int_{-s}^{s}\frac{u^2-v^2}{8}\,dv\nonumber\\
&=\frac{1}{32\pi s}\int_s^\infty e^{-u}\,\frac{s}{4}\left(u^2-\frac{s^2}{3}\right)du\nonumber\\
&=\frac{1}{128\pi}\left(s^2+2s+2-\frac{s^2}{3}\right)e^{-s}
=\frac{3+3s+s^2}{192\pi}\,e^{-s}.
\end{align}
Restoring $\Lambda$, with $x=\Lambda s$, gives $f=\Lambda^3(3+3x+x^2)e^{-x}/(192\pi)$. Its mean distance is
\begin{align}
r_Z&=\frac{1}{48\Lambda}\int_0^\infty(3x^3+3x^4+x^5)e^{-x}dx\nonumber\\
&=\frac{18+72+120}{48\Lambda}=\frac{35}{8\Lambda}.
\end{align}

The momentum form gives the same value. With $Q=\Lambda k$ and one integration by parts,
\begin{equation}
r_Z=\frac{4}{\pi\Lambda}\int_0^\infty\frac{1-(1+k^2)^{-4}}{k^2}\,dk
=\frac{32}{\pi\Lambda}\,I_5,\qquad I_n=\int_0^\infty\frac{dk}{(1+k^2)^n}.
\end{equation}
Integrating $I_n$ by parts gives $I_n=2n(I_n-I_{n+1})$, or $I_{n+1}=I_n(2n-1)/(2n)$. Starting from $I_1=\pi/2$, this yields $I_5=35\pi/256$ and again $r_Z=35/(8\Lambda)$.

The parameter $\Lambda$ follows from the charge radius $r_E$:
\begin{equation}
r_E^2=\frac{\Lambda^3}{2}\int_0^\infty r^4e^{-\Lambda r}dr=\frac{12}{\Lambda^2},\qquad
r_Z=\frac{35}{8\sqrt{12}}\,r_E\simeq1.263\,r_E .
\label{radius}
\end{equation}

The charge and magnetization effects do not add. A point moment inside the extended charge has $r_Z=w(0)=\langle r\rangle_E=3/\Lambda$. A point charge inside the extended magnetization also gives $3/\Lambda$. Their sum is $6/\Lambda$, whereas the two distributions together give $4.375/\Lambda$.

\section{Relativistic motion inside the nucleus}

The derivation used the Schr\"odinger equation at nuclear distances, where the potential is deep. For the dipole, $V(0)=-Z\langle1/r\rangle_E=-Z\Lambda/2$, which for the proton exceeds $m_ec^2$ in magnitude. The result survives for the following reason.

Write the Dirac $s$ state with upper part $g\chi$ and lower part $i\alpha F\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi$, where $\chi$ is a constant spinor, $\alpha=1/c$, and $\varepsilon$ excludes the rest energy. The radial equations are
\begin{equation}
F'+\frac{2F}{r}=(\varepsilon-V)g,\qquad g'=-\left[2+\alpha^2(\varepsilon-V)\right]F .
\label{dirac}
\end{equation}
The magnetic coupling is proportional to $\boldsymbol\alpha\cdot\mathbf A$, with $\boldsymbol\alpha$ the Dirac matrices. Its cross terms between $g$ and $F$ contain $i[\boldsymbol\sigma\cdot\mathbf A,\boldsymbol\sigma\cdot\hat{\mathbf r}]=-2\boldsymbol\sigma\cdot(\mathbf A\times\hat{\mathbf r})$. By (\ref{A}), the angular average of $\mathbf A\times\hat{\mathbf r}$ is $-\tfrac23\boldsymbol\mu\,q/r^2$. The factor $r^2$ of the volume element cancels, and the splitting is proportional to $\int_0^\infty gFq\,dr$.

For $\alpha\to0$, $F=-g'/2$, and integration by parts recovers (\ref{ratio}):
\begin{equation}
\int_0^\infty gFq\,dr=-\frac14\int_0^\infty(g^2)'q\,dr=\frac14\int g^2\rho_M\,d^3r .
\end{equation}

The first equation in (\ref{dirac}) has no $\alpha$. It fixes $F$ near the nucleus from $V$ and the nearly constant $g$, as in the Schr\"odinger case. The extra term in the second equation is of order $\alpha^2(Z/r)F$ with $F\sim Zg$, so it changes $g$ at nuclear distances by a relative amount $(Z\alpha)^2$ times a logarithm. For hydrogen this is not small compared with the size effect, so it matters where the size effect arises. Relative to a point nucleus, $\int gFq\,dr$ changes through $q-1$, which vanishes outside the nucleus, and through the change $\delta F$ caused by the change $\delta V$ of the potential. The first equation gives $r^2\delta F=-\int_0^r\delta V\,g\,r'^2dr'$, so $\delta F$ is of order $Zg$ for $r\sim R$ and falls as $ZgR^2/r^2$ outside. Both pieces come from a range of order $R$ and are of order $ZRg^2$, with $g$ taken at nuclear distances. The size dependence of $g$ through the extra term, from $\alpha^2\delta V\,F$ and $\alpha^2V\,\delta F$, is of relative order $(Z\alpha)^2$ over the same range and adds only $(Z\alpha)^2ZRg^2$. The size effect therefore changes by a relative amount $(Z\alpha)^2$ times a logarithm. The size effect must be measured from the Dirac splitting of a point nucleus, which exceeds $E_F$ by the Breit factor $1/[\gamma(2\gamma-1)]$, $\gamma=\sqrt{1-(Z\alpha)^2}$. This factor follows from (\ref{dirac}) with $V=-Z/r$, which is solved by $g=Nr^{\gamma-1}e^{-Zr}$, $F=Zg/(1+\gamma)$ and $\alpha^2\varepsilon=\gamma-1$. Since $\alpha^2F^2=g^2(1-\gamma)/(1+\gamma)$, the norm is $\int r^2(g^2+\alpha^2F^2)\,dr=2N^2\Gamma(2\gamma+1)/[(1+\gamma)(2Z)^{2\gamma+1}]$, while $\int gF\,dr=ZN^2\Gamma(2\gamma-1)/[(1+\gamma)(2Z)^{2\gamma-1}]$. Their ratio is $Z^3/[\gamma(2\gamma-1)]$, against $Z^3$ at $\gamma=1$. Because the logarithm, about $\ln[a_0/(2Zr_E)]$, is large, small $Z\alpha$ alone is not enough. With equal dipole densities, the size effect from (\ref{dirac}) exceeds that of (\ref{main}) by 5\% for $Z=11$ ($r_E=2.99$ fm), by 15\% for $Z=20$ ($3.49$ fm) and by a factor 2 for $Z=50$ ($4.64$ fm). Beyond the lightest nuclei (\ref{dirac}) should be solved directly.

\section{Hydrogen}

The input is $r_E=0.84075$ fm, and the magnetization is assumed to have the same dipole shape as the charge. A change of $r_E$ by $0.0006$ fm moves the shift by $0.03$ ppm, so digits beyond $0.1$ ppm below serve only to compare formula and numerical solution at this fixed input. Equation (\ref{radius}) gives
\begin{equation}
\Lambda=\frac{\sqrt{12}}{r_E}=4.120\ \mathrm{fm}^{-1},\qquad
r_Z=\frac{4.375}{4.120\ \mathrm{fm}^{-1}}=1.062\ \mathrm{fm}.
\end{equation}
With $a_0=52917.72$ fm and $m_r/m_e=0.999456$,
\begin{equation}
-\frac{2r_Z}{a_0}\frac{m_r}{m_e}
=-\frac{2\times1.0618}{52917.72}\times0.999456=-40.1\ \mathrm{ppm}.
\end{equation}
A point moment in the same charge would give $-27.5$ ppm.

To convert this to a frequency, take electron $g$ factor 2. In Gaussian atomic units the magnetons are $\alpha/2$ and $(\alpha/2)m_e/m_p$, and $|\psi_C(0)|^2=(m_r/m_e)^3/\pi$. The product $\mathbf S\cdot\mathbf I$ differs by one between the two levels, so (\ref{B}) gives
\begin{align}
E_F&=\frac{8\pi}{3}\cdot2\cdot\frac{\alpha}{2}\cdot g_p\,\frac{\alpha}{2}\frac{m_e}{m_p}\cdot\frac1\pi\left(\frac{m_r}{m_e}\right)^3\nonumber\\
&=\frac43\,g_p\,\alpha^2\,\frac{m_e}{m_p}\left(\frac{m_r}{m_e}\right)^3 .
\end{align}
With $g_p=5.585695$ this is $1418.84$ MHz, and the Zemach shift is $-57$ kHz.

The numerical check solves the radial equations for the extended nucleus without expanding in its size. For infinite nuclear mass, the Schr\"odinger splitting differs from the first-order shift of $-40.131$ ppm by a fraction $7.4\times10^{-5}$ of that shift. For nuclei 10 and 100 times larger the fraction is $5.5\times10^{-4}$ and $3.5\times10^{-3}$. This growth, somewhat slower than linear, is compatible with a next term of second order in size with a logarithm. The Dirac solution gives $-40.157$ ppm relative to the point-nucleus Dirac value, a fractional difference of $6.5\times10^{-4}$ from the formula.

The assumed range of the magnetization can matter far more. If its dipole parameter is $0.6\Lambda$ at unchanged charge density, $r_Z$ rises to $5.979/\Lambda$ and the shift to $-54.8$ ppm, in the formula and in the Schr\"odinger solution alike. This case, a magnetic radius of $r_E/0.6=1.40$ fm, is an illustration and lies far from the proton, whose magnetic radius is close to its charge radius. Dipole magnetic radii between $0.78$ and $0.88$ fm give $r_Z$ from $1.02$ to $1.09$ fm and shifts from about $-39$ to $-41$ ppm; Gaussian densities with both radii equal to $r_E$ give $-41.4$ ppm. The value $-40.1$ ppm is therefore an estimate within the equal-dipole model. For other form factors, (\ref{momentum}) should be evaluated with both of them.

\section*{Computed values}
\begin{verbatim}
proton rms charge radius (input) = 0.8407 fm
Bohr radius = 52917.72 fm
dipole parameter Lambda = 4.1203 1/fm
r_Z Lambda, position integral = 4.375000
r_Z Lambda, momentum integral = 4.375000
35/8 = 4.375000
r_Z / charge radius = 1.2630
Zemach radius r_Z = 1.0618 fm
-2 r_Z/a0, infinite nuclear mass = -40.131 ppm
reduced mass m_r/m_e = 0.999456
Zemach shift with reduced mass = -40.109 ppm
point moment in extended charge = -27.519 ppm
Schroedinger solution against first-order formula:
 size x1: solved -40.134 ppm, formula -40.131 ppm, rel. dev. 7.44e-05
 size x10: solved -401.534 ppm, formula -401.313 ppm, rel. dev. 5.50e-04
 size x100: solved -4027.317 ppm, formula -4013.129 ppm, rel. dev. 3.54e-03
relative drop of wave function below point value at origin:
 Lambda r = 0.001: solved 13.761 ppm, Z w(r) 13.759 ppm
 Lambda r = 2: solved 16.485 ppm, Z w(r) 16.484 ppm
 Lambda r = 10: solved 47.699 ppm, Z w(r) 47.699 ppm
unequal ranges, Lambda_M/Lambda_E = 0.6
 r_Z Lambda_E = 5.97852
 solved shift = -54.842 ppm
 formula shift = -54.840 ppm
Breit factor minus one, point nucleus = 79.883 ppm
Dirac finite-size shift = -40.157 ppm
Dirac shift / formula - 1 = 6.46e-04
proton g factor (input) = 5.585695
Fermi splitting, electron g = 2: 1418.840 MHz
Zemach shift of splitting = -56.91 kHz
\end{verbatim}
